Curvature-induced spin-orbit splitting in carbon nanotubes, part 2

A tube (n,m) has radius R, diameter d = 2R and bond length a. We seek the spin splitting of its band edges in a nearest-neighbour model. Subscripts c and z mean around the circumference and along the axis; standing alone, c is the speed of light. The chiral angle θ is 0 for zigzag and 30° for armchair tubes, and

πd = √3 a √(n² + nm + m²), tan θ = √3 m/(2n + m).

On each atom of sublattices A and B, π is the radial 2p orbital, and the σ orbitals are s and p± = (p_c ± ip_z)/√2. Energies are measured from 2p, with 2s at ε_s. The hoppings are V_ss, V_sp, V_σ and V_π, the last negative. The labels are τ = ±1 for the valley and s = ±1 for the axial spin.

The spin-orbit term is H_so = (λs/2)L_z/ħ, with λ the atomic strength. Spin flips are dropped: their estimated shift is λa/(ħv) relative to λa/R, with v the Dirac velocity.

The bonds from A to B are δ_j = a (cos α_j, sin α_j), α_j = α + 2πj/3. At the Dirac point K for τ = +1 they carry phases ω^j, ω = exp(2πi/3). Only harmonics exp(iqα_j) with q + 1 divisible by 3 survive the sum, giving 3 exp(iqα). Around the tube, k_c·2πR = 2πl with integer l, and K_c R = τ(n − m)/3.

Eliminating σ at E = 0, with G = −H_σσ⁻¹, joins a spin-orbit step to a bending step. For τ = +1,

⟨π|H_so|p±⟩ = −iλs/(2√2), ⟨p±|H_so|π⟩ = +iλs/(2√2)
G(p₊A, p₊A) = G(p₋B, p₋B) = 2ε_s/(9V_sp²)
⟨p₊A|H|π_B⟩ = [3a/(4√2 R)] (V_σ + V_π) e^(−iα)
⟨p₋B|H|π_A⟩ = −[3a/(4√2 R)] (V_σ + V_π) e^(iα).

A bond along the circumference has p_c–π element a(V_σ + V_π)/(2R).

The diagonal, Zeeman-like term is sε_Z on both sublattices, with

ε_Z = λa|V_π| cos 3θ/[d(V_σ + |V_π|)].

### The off-diagonal term

From π_A to π_B there is one route in each order. With spin-orbit coupling first, it passes through p₊A:

−(iλs/2√2) · [2ε_s/(9V_sp²)] · [3a(V_σ + V_π)/(4√2 R)] e^(−iα)
= −iλs aε_s(V_σ + V_π) e^(−iα)/(24RV_sp²),

because (1/2√2)(3/4√2)(2/9) = 1/24. With bending first, the route passes through p₋B. Conjugating ⟨p₋B|H|π_A⟩ gives a factor −e^(−iα), and ⟨p₋B|H_so|π_B⟩ has the factor +i. The product equals the first route, so the sum is

H_AB(so) = −iλs aε_s(V_σ + V_π) e^(−iα)/(12RV_sp²).

To see its meaning, compare it with the ordinary Dirac term. Put k = K + q and expand the π hopping to first order in q:

H_AB(Dirac) = V_π Σ_j ω^j i q·δ_j
q·δ_j = (a/2)[(q_c − iq_z)e^(iα_j) + (q_c + iq_z)e^(−iα_j)].

The harmonic −1 survives, so

H_AB(Dirac) = i(3aV_π/2)(q_c + iq_z)e^(−iα), ħv = 3a|V_π|/2.

The spin-orbit element has the phase of the q_c term. Dividing by the common factor shows that q_c is replaced by q_c + sδk, where

δk = λε_s(V_σ + V_π)/(18RV_sp²|V_π|)
ε_O = ħv δk = λaε_s(V_σ + V_π)/(6dV_sp²).

This is the orbital-like term. An axial magnetic flux also shifts k_c, but a real flux shifts both spins equally, whereas here the shift is opposite for opposite spins. In this model ε_O vanishes when V_σ + V_π = 0, the same combination that governed the circumferential bond in Part 1.

As a test of both terms, σ was eliminated numerically in exact cylindrical geometry at R = 100 nm, for bond angles −0.5, −0.2, 0 and 0.4 rad and in both valleys. The largest deviation of an element of the spin-dependent matrix from these formulas was 1.4 × 10⁻⁸ of λa/R.

### The other valley

Time reversal conjugates the spatial amplitudes, reverses the spin and exchanges the valleys. The real diagonal term therefore becomes τsε_Z. For the off-diagonal part at τ = −1, reversing s and conjugating gives

H_AB(so) = −iλs aε_s(V_σ + V_π)e^(iα)/(12RV_sp²).

The Dirac term, for which q also reverses, becomes i(3aV_π/2)(q_c − iq_z)e^(iα). Their ratio is unchanged, so the shift is sδk in both valleys. With κ the quantized value of q_c, the leading energies are

E = τsε_Z ± ħv√[(κ + sδk)² + q_z²].

Neither spin term breaks time reversal. The first depends on the product τs, which time reversal leaves unchanged. The second shifts k_c by an amount that reverses with the spin, just as k_c itself reverses.

### Semiconducting tubes

The quantization conditions give κR = l − τ(n − m)/3. If n − m is not divisible by 3, the closest line has |κ|R = 1/3. For τ = +1, κR = −1/3 when n − m leaves remainder 1 on division by 3, and κR = +1/3 when it leaves remainder 2. Bending also shifts the Dirac point by a spin-independent amount of order a/R², which is a relative correction of order a/R to κ.

The edges lie at q_z = 0 at this order. Since |δk| is much smaller than |κ|,

|κ + sδk| = |κ| + s sgn(κ)δk.

Define each splitting as the energy for s = +1 minus that for s = −1 in the same valley. Then

Δ_c = 2[τε_Z + sgn(κ)ε_O] at the conduction edge
Δ_v = 2[τε_Z − sgn(κ)ε_O] at the valence edge.

The Zeeman-like term enters both with the same sign. The orbital-like term enters oppositely because it changes the gap. Their sum and difference produce the electron-hole asymmetry. From ||u + v| − |u − v|| = 2 min(|u|, |v|), the magnitudes differ by 4 min(|ε_Z|, |ε_O|), so both terms must be nonzero.

In the other valley τ and sgn(κ) both reverse. The splittings change sign but not magnitude, so each edge consists of two time-reversed pairs, one formed by (τ, s) = (+, +) and (−, −), the other by (+, −) and (−, +).

The large-diameter limit was tested by diagonalizing all orbitals with the L_z term, for tubes (14p, 4p) and (11p, 3p) with p = 4, 7, 10 and 13. These sequences keep θ and sgn(κ) fixed. A cubic polynomial in 1/d extrapolated dΔ to infinite diameter. For λ = 4 meV and the parameters listed below, the magnitudes in meV nm were 0.4544 for conduction and 0.2291 for valence in the first sequence, and 0.2353 and 0.4607 in the second. The formulas give the same four values to these digits. Reversing sgn(κ) exchanges which band splits more.

### The armchair limit

For n = m, cos 3θ = 0 and a subband has κ = 0. A mirror plane containing the axis reverses k_c and forbids a spin-independent curvature shift of that component. It also reverses S_z, so at k_c = 0 the two spin energies are equal. What remains is

E = ±√(ε_O² + ħ²v²q_z²),

with a gap 2|ε_O| and no spin splitting. Here q_z is measured from the Dirac point as moved along the axis by bending, and E from the centre of the gap. The mirror forbids neither shift, and they need not be small beside ε_O: for (60,60) the point moves by about 5 × 10⁻⁴ nm⁻¹, which is 0.3 meV in ħv q_z, and the gap centre lies near −0.1 meV. The expansion used for semiconducting tubes does not apply here because κ = 0. For a (60,60) tube with λ enlarged to 40 meV, diagonalization with the L_z term alone gives a gap of 0.1384 meV, and the formula gives 0.1385 meV. Spin flips raise the gap to 0.1393 meV at this enlarged λ; at λ = 4 meV the gap with flips is 0.01385 meV, equal to the formula to these digits.

Other tubes with n − m divisible by 3 also have κ = 0 before curvature is counted, but their spin-independent shift along k_c need not vanish. It must be calculated and used as κ before the splitting can be found. Where this shift is much larger than |δk|, the edge formulas, which contain only sgn(κ), apply with the sign of the shift. For (12,0), with the parameters listed below, diagonalization gives dΔ_c = 0.313 and dΔ_v = 0.537 meV nm, against 0.313 and 0.539 from the formulas with κ positive in valley τ = +1.

### A (14,4) tube

Take a = 0.142 nm, λ = 4 meV, ε_s = −9 eV, V_ss = −7 eV, V_sp = 5.5 eV, V_σ = 5 eV and V_π = −3 eV. These are round values, roughly in the range used for carbon. The diameter is

d = √3 × 0.142 × √(196 + 56 + 16)/π = 1.282 nm.

From tan θ = 4√3/32, θ = 12.2° and cos 3θ = 0.802. The two energies are

ε_Z = 4 × 0.142 × 3 × 0.802/(1.282 × 8) = 0.133 meV
ε_O = 4 × 0.142 × (−9) × 2/(6 × 1.282 × 30.25) = −0.044 meV.

Here n − m = 10 leaves remainder 1, so κR = −1/3 in valley τ = +1. Then

Δ_c = 2(0.1333 + 0.0440) ≈ 0.355 meV = 3.55 × 10⁻⁴ eV
Δ_v = 2(0.1333 − 0.0440) ≈ 0.179 meV = 1.79 × 10⁻⁴ eV.

Diagonalization gives 0.402 and 0.191 meV. Relative to the formula, these are higher by 13% and 7%. The ratio a/d is 0.11, so deviations of this size are expected at next order. The conduction value also fits the slope found by diagonalization: between d = 16.7 and 20.5 nm, the conduction splitting varies locally as d to the power −1.0095. If Δ = (constant/d)(1 + b/d), the slope is approximately −1 − b/d. At a mean diameter near 18.6 nm this gives b ≈ 0.18 nm, and b/d ≈ 0.14 for the example, close to the 13% found there.

Doubling λ at fixed geometry gives a power of 1.00000, which confirms the linear law in atomic strength. With the bending switched off at the same k_c, the splitting is 2.6 × 10⁻¹³ eV, zero to rounding. Including all spin-flip terms raises the diagonalized conduction and valence splittings by only 0.00005 and 0.00002 meV. The change is smaller than the earlier rough estimate, a fraction λa/(ħv) ≈ 0.0009 of λa/R, or about 0.0008 meV, using ħv = 0.639 eV nm.

The terms can be expressed as equivalent fields. The flux quantum for one electron is hc/e, with e > 0 the elementary charge, so the orbital field has magnitude

B_O = (hc/e)|δk|R/(πR²) = 2ħc|δk|/(eR) = 0.14 T.

The Zeeman field that shifts each spin by ε_Z, for g = 2, is ε_Z/μ_B = 2.3 T, where μ_B = eħ/(2mc). These fields compare energies only: they do not reproduce the spin and valley signs with one uniform applied field. For the orbital part, a spinless calculation at d = 16.7 nm compared fluxes +δkR and −δkR, in flux quanta. It moved the conduction and valence edges by +6.75 and −6.75 μeV, against ±6.76 μeV from the formula.

### What changes in a real tube

Orbital overlap is one omission. If the overlap matrix is O, elimination uses H − EO instead of H − E. At the Dirac point E = 0, so overlap leaves the leading coefficient unchanged. With the s–s, s–p, σ and π overlaps set to 0.2, −0.1, −0.15 and 0.13, the extrapolated conduction value is again 0.4544 meV nm. At the finite diameter of the example, the splittings become 0.408 and 0.187 meV, changes of about 1% and 2% from the orthogonal calculation.

The parameters matter more. Raising V_σ by 10%, with the others fixed, changes ε_Z by −5.9% but |ε_O| by +25%, since V_σ + V_π is a difference of magnitudes. In the formulas for the (14,4) tube these two changes nearly cancel in Δ_c, which rises by about 2%, but they add in Δ_v, which falls by about 21%. The atomic strength is also known here only as a few meV, and both terms scale with it. In the (14,4) tube, rolling without relaxation shortens a bond by at most 0.17%. If the hoppings scale as the inverse square of the bond length, this changes the splittings by about 0.2% or less, a small effect beside these uncertainties.

The splittings given by the formulas correspond to 4.1 and 2.1 K, while the thermal energy at 300 K is 25.9 meV. Resolving them therefore calls for low temperature and narrow levels. Real devices can also break the assumption of separate valleys through disorder or contacts. For a given spin, the two valley levels lie at ±Δ/2. A coupling of magnitude Γ/2 between them changes their separation to √(Δ² + Γ²). If Γ equals the diagonalized conduction splitting of 0.402 meV, the separation rises to 0.57 meV, an increase of 41%, and it no longer measures spin-orbit coupling alone.

The λ/d law for the spin splitting thus holds for a clean tube with n − m not divisible by 3, a ≪ d, λ small beside the hoppings, and energies close to the Dirac point. Its coefficients belong to this nearest-neighbour model and should not be read as predictions for measured devices: at d ≈ 5 nm the parameters used here give at most about 0.11 meV, while splittings several times larger, about 0.37 meV at an estimated diameter near 5 nm, have been reported for clean tubes. Further numerical values are given in the numerical output.

Calculated quantities

```
bond length a = 0.142 nm; atomic strength lambda = 4.0 meV
eps_s, Vss, Vsp, Vsig, Vpi = -9.0, -7.0, 5.5, 5.0, -3.0 eV
hbar*v = 0.6390 eV nm; v = 9.708e+05 m/s
largest error of effective matrix / (lambda a/R) = 1.4e-08
Large-diameter limits of d*splitting (valley +1):
  (14,4) family conduction: diagonalized 0.4544, formula 0.4544 meV nm
  (14,4) family valence: diagonalized 0.2291, formula 0.2291 meV nm
  (11,3) family conduction: diagonalized 0.2353, formula 0.2353 meV nm
  (11,3) family valence: diagonalized 0.4607, formula 0.4607 meV nm
  (14,4) family conduction with overlap: 0.4544 meV nm
power of lambda = 1.00000; power of d at d = 16.7-20.5 nm = -1.0095
splitting with bending switched off = 2.6e-13 eV
armchair (60,60), lambda = 40 meV: gap 0.13844, formula 0.13847 meV
flux test, d = 16.66 nm: conduction 6.746, valence -6.746 ueV
  formula for conduction: 6.762 ueV
Example tube (14,4): d = 1.2816 nm, theta = 12.22 deg, cos(3 theta) = 0.8023
kappa*R = -0.3333; hbar*v*|kappa| = 0.3324 eV; gap diagonalized = 0.6245 eV
Zeeman-like eZ = 0.1333 meV; orbital-like eO = -0.0440 meV
dk = -6.878e-05 1/nm; dk*R = -4.408e-05 flux quanta
formula:            Dc = 0.3546 meV, Dv = 0.1788 meV
diagonalized:       Dc = 0.4020 meV, Dv = 0.1914 meV
with spin flips:    Dc = 0.4020 meV, Dv = 0.1914 meV
with overlap:       Dc = 0.4076 meV, Dv = 0.1874 meV
ratio Dc/Dv: formula 1.983, diagonalized 2.100
equivalent axial fields: orbital 0.141 T, Zeeman (g=2) 2.304 T
temperature with kB*T = Dc: 4.11 K; = Dv: 2.07 K
kB*T at 300 K = 25.85 meV
largest bond shortening by rolling = 0.168 %
Vsig raised by 10 %: eO changes by 25.0 %, eZ by -5.9 %
```
